\section*{Why equal-sized cations and anions can have different hydration energies}

\section{Charging a neutral cavity}

\textbf{Q.} I compare a cation and an anion of the same size and of opposite charge. The Born formula contains the square of the charge, so it gives both the same hydration energy. Why should water distinguish them?

\textbf{A.} Let us first fix what ``the same size'' means. Take one neutral solute, with a definite short-range repulsion and attraction towards the solvent, and give its centre a charge $+q$ or $-q$ while everything else stays the same. The work of making the neutral cavity is then common to both ions and drops out of the comparison. What remains is the charging free energy $G(q)$, at fixed temperature and volume.

Let $X$ be a configuration of a classical solvent, $U_0(X)$ its energy around the neutral solute, and $\phi(X)$ the potential that the solvent produces at the solute centre. A point charge there has the coupling energy $q\phi$, so that
\begin{equation}
U_q(X)=U_0(X)+q\phi(X).
\end{equation}
The kinetic parts of the partition functions cancel in their ratio. With $\beta=1/kT$,
\begin{align}
G(q)&=-kT\ln\frac{\int dX\,e^{-\beta U_0-\beta q\phi}}{\int dX\,e^{-\beta U_0}}\nonumber\\
&=-kT\ln\left\langle e^{-\beta q\phi}\right\rangle_0 .
\label{eq:charging}
\end{align}
The subscript means an average over the solvent around the \emph{neutral} solute. Both ions are therefore described by one distribution of $\phi$. The question is whether that distribution treats positive and negative potentials alike.

\textbf{Q.} And if the fluctuations are Gaussian?

\textbf{A.} Let the mean be $\phi_0=\langle\phi\rangle_0$ and the variance $\sigma^2$. Put $y=\phi-\phi_0$. The exponent in the average is
\begin{align}
-\frac{y^2}{2\sigma^2}-\beta q(\phi_0+y)
&=-\frac{y^2+2\beta q\sigma^2y}{2\sigma^2}-\beta q\phi_0\nonumber\\
&=-\frac{(y+\beta q\sigma^2)^2}{2\sigma^2}
+\frac{\beta^2q^2\sigma^2}{2}-\beta q\phi_0 .
\label{eq:square}
\end{align}
The first term is a displaced Gaussian, whose normalized integral is one. Taking $-kT$ times the logarithm of the rest gives
\begin{equation}
G(q)=q\phi_0-\frac{q^2\sigma^2}{2kT}.
\label{eq:gauss}
\end{equation}
The quadratic term is the same for both signs. It is the energy gained because the solvent responds to the ion. The linear term is the work of placing the charge in a potential that was there before the ion was charged. Subtracting the two cases,
\begin{equation}
G(+q)-G(-q)=2q\phi_0 .
\label{eq:gap}
\end{equation}
For $q>0$ and $\phi_0>0$ the anion has the lower free energy. The Born formula misses this because it starts from a medium that produces no potential in the cavity before charging.

\textbf{Q.} Is the response itself different for the two ions?

\textbf{A.} Not in Gaussian statistics. The displaced Gaussian in \eqref{eq:square} is the distribution of $\phi$ around the charged ion. Its width is still $\sigma$, and its centre is
\begin{equation}
\langle\phi\rangle_q=\phi_0-\frac{q\sigma^2}{kT}.
\label{eq:mean}
\end{equation}
Equal and opposite charges shift the mean by equal and opposite amounts, but from a starting point that is not zero. The same fact can be read from the parabola. Setting $dG/dq=0$ in \eqref{eq:gauss} puts its top at
\begin{equation}
q^*=\frac{\phi_0kT}{\sigma^2},\qquad
G(q)=G(q^*)-\frac{\sigma^2}{2kT}(q-q^*)^2 .
\end{equation}
The charges $+q$ and $-q$ lie at different distances from $q^*$. There is a range of small charges in which even the sign of $G$ differs: for $\phi_0>0$ and $0<q<2q^*$, equation \eqref{eq:gauss} gives $G(+q)>0$ and $G(-q)<0$.

\section{Where the potential comes from}

\textbf{Q.} How can there be a potential inside a neutral cavity in a neutral liquid?

\textbf{A.} Neutral molecules still have separated charges, and a wall can orient them. Consider first what would forbid a mean potential. Suppose that every configuration has a partner of equal statistical weight around the neutral solute, with $\phi$ replaced by $-\phi$. Point dipoles in spherical, nonpolar cores are an example: reversing all dipoles leaves their mutual energy unchanged and reverses $\phi$. The distribution of $\phi$ is then even, so $\phi_0=0$ and, by \eqref{eq:charging}, $G(q)=G(-q)$.

Water has no such partner configurations. Its positive and negative ends differ in shape and in position within the molecule, so a neutral wall can favour one orientation. Symmetry then no longer requires $\phi_0=0$; its value depends on the structure at the wall.

\textbf{Q.} Can you connect it with a polarization, which I can picture?

\textbf{A.} A dipole at distance $r$ whose outward component is $p_r$ gives the potential $-p_r/(4\pi\epsilon_0r^2)$ at the centre. Let $P_r$ be the radial polarization, averaged over angles. A shell of volume $4\pi r^2dr$ contains the radial moment $4\pi r^2P_r\,dr$, so the factors of $r^2$ cancel:
\begin{equation}
\phi=-\frac{1}{\epsilon_0}\int_a^\infty P_r(r)\,dr ,
\label{eq:phiP}
\end{equation}
where $a$ is the cavity radius. If a first layer of thickness $t$ has the mean polarization $P_0$ and the rest has none,
\begin{equation}
\phi_0=-\frac{P_0t}{\epsilon_0}.
\label{eq:layer}
\end{equation}
Dipoles pointing inward have $P_0<0$ and give $\phi_0>0$: their positive ends face the cavity. This is a dipolar model; in a real molecule the full charge distribution contributes.

\textbf{Q.} And the variance? I would like to see the Born energy come out of fluctuations.

\textbf{A.} Divide the medium into thin spherical shells and write $P_r=m/(4\pi r^2)$ in each, where $m$ has the unit of charge. The other angular components of the polarization give no potential at the centre. Gauss's law gives the displacement $q/(4\pi r^2)$, hence the field $(q-m)/(4\pi\epsilon_0r^2)$. Let a shell run from $r_1$ to $r_2$, and let $\Delta s=1/r_1-1/r_2$. Its field energy, less that of the bare ion, is
\begin{equation}
\frac{\Delta s}{8\pi\epsilon_0}\left[(q-m)^2-q^2\right]
=\frac{\Delta s}{4\pi\epsilon_0}\left[-qm+\frac{m^2}{2}\right].
\end{equation}
Polarizing a linear medium of relative permittivity $\epsilon$ costs $P_r^2/[2\epsilon_0(\epsilon-1)]$ per volume, which adds $m^2/[2(\epsilon-1)]$ inside the last bracket. Since $1+1/(\epsilon-1)=\epsilon/(\epsilon-1)$, the shell energy is
\begin{equation}
u(m)=\frac{\Delta s}{4\pi\epsilon_0}
\left[-qm+\frac{\epsilon}{\epsilon-1}\frac{m^2}{2}\right].
\end{equation}
The first term is $q$ times the shell's potential $-m\Delta s/(4\pi\epsilon_0)$, as it must be. For $q=0$ the Boltzmann factor is Gaussian, with
\begin{equation}
\mathrm{Var}(m)=kT\,\frac{4\pi\epsilon_0}{\Delta s}\,\frac{\epsilon-1}{\epsilon}.
\end{equation}
The energy is a sum over shells, so their fluctuations are independent and their variances add:
\begin{align}
\sigma^2&=\sum\left(\frac{\Delta s}{4\pi\epsilon_0}\right)^2\mathrm{Var}(m)
=\frac{kT}{4\pi\epsilon_0}\left(1-\frac1\epsilon\right)\sum\Delta s\nonumber\\
&=\frac{kT}{4\pi\epsilon_0a}\left(1-\frac1\epsilon\right),
\label{eq:variance}
\end{align}
because the $\Delta s$ add up to $1/a$. Inserted into \eqref{eq:gauss}, this gives the Born energy $-q^2(1-1/\epsilon)/(8\pi\epsilon_0a)$ as the even term.

The wall's preference enters as an orienting field $E_b$ in the first layer, with energy $-E_bP_r$ per volume. Minimizing $\epsilon P_r^2/[2\epsilon_0(\epsilon-1)]-E_bP_r$ gives $P_0=\epsilon_0(1-1/\epsilon)E_b$. A term linear in the polarization moves the mean of a Gaussian and leaves its width alone. The two parameters $\phi_0$ and $\sigma^2$ are therefore independent in this model.

\section{Numbers for a water-like medium}

\textbf{Q.} How large is the effect?

\textbf{A.} Take rough values in the regime of liquid water: $T=298.15$~K, $\epsilon=78$, $a=0.20$~nm, $t=0.28$~nm and $P_0=-1.25~\mu\mathrm{C/cm^2}$. Since $1~\mu\mathrm{C/cm^2}=10^{-2}~\mathrm{C/m^2}$, equation \eqref{eq:layer} gives
\begin{equation}
\phi_0=\frac{(1.25\times10^{-2})(0.28\times10^{-9})}{8.854\times10^{-12}}~\mathrm{V}
=0.395~\mathrm{V}.
\end{equation}
With $e/(4\pi\epsilon_0)=1.440$~V\,nm, the shift of the mean potential per elementary charge is
\begin{equation}
\frac{e\sigma^2}{kT}=\frac{1.440}{0.20}\left(1-\frac1{78}\right)~\mathrm{V}=7.11~\mathrm{V}.
\end{equation}
As $kT/e=0.02569$~V, the standard deviation is $\sigma=\sqrt{0.02569\times7.11}~\mathrm{V}=0.427$~V. The charging energies are
\begin{align}
G(+e)&=0.395-\tfrac12(7.11)=-3.16~\mathrm{eV},\\
G(-e)&=-0.395-\tfrac12(7.11)=-3.95~\mathrm{eV},
\end{align}
or $-305$ and $-381$~kJ/mol. The difference is $0.79$~eV, or $76$~kJ/mol, which is 22\% of the quadratic term. The top of the parabola lies at $q^*=0.395/7.11=0.056$ elementary charges. A small displacement of the top matters because the parabola is steep at $\pm e$.

These closed forms were tested by integrating the Boltzmann factor numerically over $m$ in 60 shells, 20 of them in the oriented layer. The integration gave $\phi_0=0.3953$~V, $\sigma=0.4273$~V and energies of $-3.1585$ and $-3.9491$~eV, equal to the formulas in all printed digits. With the orienting field removed and all else held fixed, the difference between the ions vanished.

\textbf{Q.} The layer polarization looks small. Is it?

\textbf{A.} Compare it with full alignment. Molecules of dipole moment 2.4~D at a density of $33.4~\mathrm{nm^{-3}}$ would give $26.7~\mu\mathrm{C/cm^2}$. The assumed layer has 4.7\% of that. A weak net orientation suffices because, by \eqref{eq:layer}, a fully aligned layer would produce more than $8$~V at the centre; 4.7\% of that is about $0.40$~V.

\section{What can be measured}

\textbf{Q.} You measure potentials from some zero. Can I not remove $\phi_0$ by choosing another?

\textbf{A.} You can change its value, so the zero must be stated. Here it is the interior of the liquid, far from the cavity. In the dipolar model this is a clear choice. For real molecules the mean interior potential also includes the space inside the molecules, which can change $\phi_0$ by volts even without a net orientation. The potential $\chi$ introduced below then changes by the opposite amount, so that $\phi_0+\chi$ stays the same. If the ion comes from vacuum, it also crosses the outer surface of the liquid. Let $\chi$ be the potential of the interior relative to vacuum. Then
\begin{equation}
G_{\rm vac}(q)=q(\phi_0+\chi)-\frac{q^2\sigma^2}{2kT}.
\end{equation}
Two single-ion energies can be compared if they refer to the same zero. For the pair,
\begin{equation}
G_{\rm vac}(+q)+G_{\rm vac}(-q)=-\frac{q^2\sigma^2}{kT},
\end{equation}
which is $-7.11$~eV in the example. Neither $\phi_0$ nor $\chi$ appears, so the energy of dissolving such a salt does not reveal the linear term. If the two ions have different cores, $\chi$ still cancels, but a remainder $q(\phi_{0,+}-\phi_{0,-})$ can survive.

\textbf{Q.} In a simulation, could I histogram $\phi$ around the neutral solute and confirm the Gaussian?

\textbf{A.} You would confirm its middle. Charging to $\pm e$ moves the mean by $7.11/0.4273=16.6$ standard deviations, and the average in \eqref{eq:charging} is dominated by potentials near that displaced mean. A neutral run of practical length does not visit them. It is better to simulate the solute at several charges. Differentiating \eqref{eq:charging} with respect to $q$ gives $dG/dq=\langle\phi\rangle_q$ for any statistics, and the Gaussian law predicts the straight line \eqref{eq:mean}. In the example the means at $+e$ and $-e$ are $-6.71$ and $+7.50$~V. Their average is again $\phi_0$. Curvature anywhere in the measured line shows that the Gaussian law fails. A straight stretch supports the law only over the range of charges simulated, not from a single point.

\section{Beyond Gaussian statistics}

\textbf{Q.} If I found $\phi_0=0$, would the two ions be equivalent?

\textbf{A.} Within Gaussian statistics, yes. In general, no. Expanding the logarithm in \eqref{eq:charging} in cumulants, with $\kappa_3=\langle(\phi-\phi_0)^3\rangle_0$,
\begin{equation}
G(q)=q\phi_0-\frac{q^2\sigma^2}{2kT}+\frac{q^3\kappa_3}{6(kT)^2}+\dots
\end{equation}
The odd terms double in the difference:
\begin{equation}
G(+q)-G(-q)=2q\phi_0+\frac{q^3\kappa_3}{3(kT)^2}+\dots
\label{eq:third}
\end{equation}

A simple solvent shows the second term alone. Put the negative charge of each molecule at unit distance from the solute, and its positive charge $0.35$ away from the negative one, in a random direction. Averaged over directions, the positive charge forms a uniform sphere that does not enclose the solute. It acts there like a point charge at its centre, where the negative charge sits, so $\phi_0=0$. The distribution is nevertheless skewed, since the positive end raises the potential more when it swings towards the solute than it lowers it when it swings away. In units with $kT=1$ and unit solute charge, take $N=100$ independent molecules with charges $\pm3/\sqrt N$. Direct integration gives a difference of $0.00650$ between the ions, and the third-cumulant term of \eqref{eq:third} gives the same to these digits.

\textbf{Q.} When does the linear term win?

\textbf{A.} One clear case is a finite mean potential built up from many weak, independent contributions. Give the same molecules an orientational weight $e^{-c/\sqrt N}$, where $c$ is the cosine between the dipole and the outward direction. Each mean potential is then of order $1/N$, so $\phi_0$ stays finite as $N$ grows, while $\kappa_3$ is of order $N\times N^{-3/2}=N^{-1/2}$. For $N=1600$ and $6400$ the difference is $0.7028$ and $0.7014$. The parts not explained by $2\phi_0$ are $0.00160$ and $0.00081$, which halve as expected when $N$ is quadrupled.

\textbf{Q.} A real ion pulls hard on its nearest molecules. What does that do to your $0.79$~eV?

\textbf{A.} One part is saturation of the orientation. At full charge the linear medium would need a polarization above $30~\mu\mathrm{C/cm^2}$ at the cavity surface, more than full alignment can give. Replace the linear medium by one whose polarization follows the Langevin function of the total orienting field and levels off at $26.7~\mu\mathrm{C/cm^2}$. Keep the neutral layer polarization and the small-field permittivity (without bias) the same. In this mean-field model the energies become $-3.15$ and $-3.93$~eV, and the difference falls from $0.791$ to $0.782$~eV. It falls because the innermost part of the layer comes close to saturation as the ion approaches full charge, and there the polarization can no longer respond fully to the wall's orienting field. The change is small at this radius and grows for smaller cavities: with the same layer, the difference is $0.75$~eV at $a=0.16$~nm and $0.72$~eV at $a=0.14$~nm. The model has no individual molecules and keeps the orienting field fixed during charging. Its field scale is fitted to the permittivity, not derived from the dipole moment of a single molecule.

A second part is more serious. The solvent may approach the two ions to different distances although their cores are equal. If the effective radius of the anion were $0.01$~nm smaller throughout the charging, the Born term would give it an additional
\begin{equation}
\frac{1.440}{2}\left(1-\frac1{78}\right)\left(\frac1{0.19}-\frac1{0.20}\right)~\mathrm{eV}
=0.19~\mathrm{eV},
\end{equation}
about a quarter of the linear effect. This is an upper estimate: if the radius shrinks only as the charge grows, part of the gain is spent on pressing the solvent against the repulsive core. A radius that depends on the charge also lies outside the Gaussian law with one $\sigma^2$.

\textbf{Q.} How close is all this to real water?

\textbf{A.} The permittivity and density are typical of water at room temperature, and hydration energies of several hundred kJ/mol are the right rough size for monovalent ions. The layer polarization is an assumed value, in size and in sign, not a measured one, and the $0.79$~eV scales in proportion to it; with the opposite sign the linear term would favour the cation. The example therefore does not show that inward-pointing dipoles are the cause of a cavity potential in water. In a three-site point-charge model with $+0.42\,e$ on each hydrogen at $0.1$~nm from the oxygen, the mean interior potential alone (molecules located by their oxygen) is about $-0.85$~V, larger in size than the $0.395$~V used here. One assumption that real water plainly breaks is the common radius: a cation is faced by oxygen, an anion by hydrogen, which can come closer. By the same upper estimate, a reduction of $0.04$~nm would add up to $\frac{1.440}{2}\left(1-\frac1{78}\right)\left(\frac1{0.16}-\frac1{0.20}\right)=0.89$~eV, so this effect can be of the same order as the $0.79$~eV difference due to the linear term. A difference between real ions should therefore not be converted directly into $\phi_0$.

Electrons need a separate remark. With a rough high-frequency permittivity of $1.8$ and the nuclei held fixed, the electrons alone would give a fraction $(1-1/1.8)/(1-1/78)=0.45$ of the full quadratic term. They follow the ion's charge as a quantum response, not as a classical thermal fluctuation. The quadratic coefficient then remains a measure of the total response, but it should not be equated with the thermal variance of $\phi$ divided by $kT$. The linear term keeps its meaning: it is the charge times the mean potential that the solvent, electrons included, produces in the neutral cavity, relative to the stated zero. The $0.395$~V of the dipolar example should not be compared directly with such a potential, because the mean interior potential of real molecules is a different reference.

\section*{Computed results}
\begin{verbatim}
temperature: 298.15 K
thermal energy kT: 0.02569 eV
relative permittivity: 78
cavity radius: 0.20 nm
oriented layer thickness: 0.28 nm
mean radial polarization of layer: -1.25 uC/cm2
e/(4 pi epsilon_0): 1.43996 V nm
neutral-cavity potential phi0: 0.3953 V
  same, from shell quadrature: 0.3953 V
standard deviation sigma: 0.4273 V
  same, from shell quadrature: 0.4273 V
sigma^2/kT (potential shift per e): 7.1075 V
linear term for charge +e: +0.3953 eV
quadratic term for either ion: -3.5538 eV
G cation, formula: -3.1585 eV = -304.7 kJ/mol
G cation, shell quadrature: -3.1585 eV
G anion, formula: -3.9491 eV = -381.0 kJ/mol
G anion, shell quadrature: -3.9491 eV
G cation - G anion: 0.7906 eV = 76.3 kJ/mol
G cation + G anion: -7.1075 eV
same difference without orientation bias: 0.0000 eV
mean potential at cation: -6.7122 V
mean potential at anion: 7.5028 V
charge at top of parabola: 0.0556 e
shift of mean at full charge: 16.6 sigma
molecules with off-centre charges (energies in kT, potential in kT/e):
  N=100: phi0 0.35223, gap 0.71057, gap-2*phi0 0.006120
  N=1600: phi0 0.35060, gap 0.70280, gap-2*phi0 0.001604
  N=6400: phi0 0.35030, gap 0.70141, gap-2*phi0 0.000807
  N=100, isotropic: |phi0| 0.00000 kT/e, gap 0.006498 kT
  N=100, isotropic: third-cumulant estimate 0.006503 kT
molecular density: 33.4 per nm3
molecular dipole: 2.4 D
saturation polarization: 26.7 uC/cm2
layer polarization / saturation: 0.047
G cation with saturation: -3.150 eV
G anion with saturation: -3.932 eV
difference with saturation: 0.782 eV
largest shift on doubling the mesh: 1.4e-12 eV
assumed closer approach to anion: 0.01 nm
extra anion stabilization from it: 0.187 eV
high-frequency permittivity: 1.8
electronic share of quadratic response: 0.45
\end{verbatim}
